# The Fisher–Lee Relation Between the Green Function and the Scattering Matrix

## Definitions and conventions

One electron of charge \(-e\) and effective mass \(M\) moves in a conductor joined to straight leads \(p=1,2,\dots\). Its Hamiltonian is

\[
H=\frac{\boldsymbol\Pi^2}{2M}+V(\mathbf r),\qquad \boldsymbol\Pi=-i\hbar\nabla+e\mathbf A .
\]

The potential \(V\) is real and the walls are hard. In each lead \(\mathbf A=0\) and \(V\) depends on the transverse coordinate \(y\) alone. The time factor is \(e^{-iEt/\hbar}\).

In each lead choose a cross-section \(C_p\) and measure the coordinate \(x\) outwards from it, so that \(x=0\) on \(C_p\). The lead is already clean in a layer on the inner side of \(C_p\), which may be as thin as one likes. The transverse modes \(\chi_n(y)\) are real and orthonormal, with thresholds \(\epsilon_n\). The index \(n\) names the lead as well as the mode. A mode is open if \(E>\epsilon_n\), and then

\[
E=\epsilon_n+\frac{\hbar^2k_n^2}{2M},\qquad k_n>0,\qquad v_n=\frac{\hbar k_n}{M}.
\]

If \(E<\epsilon_n\) the mode is closed and decays outwards as \(e^{-\kappa_nx}\), with \(\hbar^2\kappa_n^2/2M=\epsilon_n-E\).

The retarded Green function is \(G=(E+i\eta-H)^{-1}\) for \(\eta\to0^+\). At small positive \(\eta\), \(k_n\) becomes \(k_n+i\eta/\hbar v_n\) to first order. Then \(e^{ik_nx}\) decays outwards and \(e^{-ik_nx}\) grows. The resolvent must stay normalisable, so beyond its source \(G\) contains only outgoing waves and decaying modes. Its projection between cross-sections is

\[
G_{nm}=\int\! dy\int\! dy'\,\chi_n(y)\,G(0,y;0,y')\,\chi_m(y'),
\]

where \(y\) lies on the cross-section of \(n\) and \(y'\) on that of \(m\).

The scattering state \(\psi^{(m)}\) solves \(H\psi=E\psi\) with one incoming wave, of unit amplitude, in open mode \(m\). In the leads

\[
\psi^{(m)}=\chi_me^{-ik_mx}+\sum_{n\,\text{open}}A_{nm}\chi_ne^{ik_nx}+\text{decaying modes},
\]

the first term being present in the lead of \(m\) alone. An open wave of amplitude \(b\) carries the particle current \(v_n|b|^2\). Amplitudes are therefore normalised to flux by a factor \(\sqrt{v_n}\), and the scattering matrix is

\[
S_{nm}=\sqrt{\frac{v_n}{v_m}}\,A_{nm}.
\]

## Theorem

Let \(E\) lie on no threshold, and let \(H\) have no normalisable eigenstate at \(E\). Then, for open modes,

\[
\boxed{S_{nm}=-\delta_{nm}+i\hbar\sqrt{v_nv_m}\,G_{nm}},\qquad S^\dagger S=SS^\dagger=1 .
\]

Here \(\delta_{nm}=1\) if \(n\) and \(m\) are the same mode of the same lead, and zero otherwise. Transmission amplitudes, which connect different leads, are thus \(i\hbar\sqrt{v_nv_m}\,G_{nm}\) without a further term.

## Lemma 1: the current form

Let \(\phi\) and \(\psi\) solve the Schrödinger equation at energy \(E\). In the leads, let their open modes have incoming amplitudes \(a_n,a_n'\) and outgoing amplitudes \(b_n,b_n'\), and let their closed modes only decay. Then

\[
\sum_{n\,\text{open}}v_n\,(b_n^*b_n'-a_n^*a_n')=0. \tag{1}
\]

**Proof.** The product rule, with \((\boldsymbol\Pi\phi)^*=i\hbar\nabla\phi^*+e\mathbf A\phi^*\), gives

\[
\phi^*\boldsymbol\Pi^2\psi=-i\hbar\nabla\!\cdot(\phi^*\boldsymbol\Pi\psi)+(\boldsymbol\Pi\phi)^*\!\cdot\boldsymbol\Pi\psi ,
\]
\[
(\boldsymbol\Pi^2\phi)^*\psi=+i\hbar\nabla\!\cdot\big(\psi(\boldsymbol\Pi\phi)^*\big)+(\boldsymbol\Pi\phi)^*\!\cdot\boldsymbol\Pi\psi .
\]

Subtract and integrate over the conductor out to a cross-section \(x=X>0\) in each lead. The real potential cancels, the hard walls contribute nothing, and \(\mathbf A=0\) on the cross-sections. Hence

\[
\int\!\big[\phi^*H\psi-(H\phi)^*\psi\big]=-i\hbar J,\qquad
J=\frac{\hbar}{2Mi}\sum_p\int\! dy\,(\phi^*\partial_x\psi-\psi\,\partial_x\phi^*). \tag{2}
\]

For two solutions at the same real \(E\) the left side vanishes, so \(J=0\). Orthonormality reduces \(J\) to a sum over modes. For an open mode put \(f=ae^{-ikx}+be^{ikx}\) and \(g=a'e^{-ikx}+b'e^{ikx}\). Then

\[
f^*g'=ik\,(-a^*a'+a^*b'e^{2ikx}-b^*a'e^{-2ikx}+b^*b'),
\]
\[
(f^*)'g=ik\,(a^*a'+a^*b'e^{2ikx}-b^*a'e^{-2ikx}-b^*b').
\]

The cross terms cancel in the difference, which is \(2ik(b^*b'-a^*a')\). The prefactor \(\hbar/2Mi\) turns this into \(v(b^*b'-a^*a')\). For a closed mode both products equal \(-\kappa c^*c'e^{-2\kappa x}\), and their difference is zero. ∎

**Uniqueness.** The difference of two scattering states with the same incoming wave has all \(a_n=0\). Equation (1), with both functions equal to this difference, gives \(\sum_nv_n|b_n|^2=0\), so every \(b_n=0\). What remains decays in all leads. It would be a normalisable eigenstate at \(E\), which was excluded, so it vanishes. The amplitudes \(A_{nm}\) are therefore well defined.

## Lemma 2: what a source emits

In an infinite clean lead, the Green function of one open mode is

\[
G_0(x,x')=-\frac{i}{\hbar v}\,e^{ik|x-x'|}. \tag{3}
\]

**Proof.** Away from \(x'\) the solution must be outgoing on both sides, and it is continuous at \(x'\), so it is \(c\,e^{ik|x-x'|}\). Integrating

\[
\Big(E-\epsilon+\frac{\hbar^2}{2M}\partial_x^2\Big)G_0=\delta(x-x')
\]

across \(x'\) gives a slope jump \(2M/\hbar^2\). The slope jump of the ansatz is \(2ikc\). Thus \(c=M/(i\hbar^2k)=-i/\hbar v\). ∎

The same expression holds at complex energy \(z\), measured from threshold, with \(\hbar v\) replaced by \(\hbar^2k/M\) and \(\operatorname{Im}k>0\). It can be compared with the definition \(\int dk'\,e^{ik'x}/[2\pi(z-\hbar^2k'^2/2M)]\). For \(M=0.19\,m_e\), \(z=66+10i\) meV and \(x=3\) nm, the integral and the formula both give \(3.78261+0.30338i\) (eV nm)\(^{-1}\).

A unit source thus sends a wave of amplitude \(-i/\hbar v\) each way. A slow mode receives a larger amplitude. This, together with the normalisation to flux, gives the velocity factors.

## Proof of the theorem

Place the source on the cross-section of mode \(m\) and define

\[
g(\mathbf r)=\int dy'\,G(\mathbf r;0,y')\chi_m(y'),\qquad (E-H)g=\delta(x)\chi_m(y).
\]

The function \(g\) is continuous, and its slope across the source plane jumps by \(2M\chi_m/\hbar^2\). Now form

\[
\psi=i\hbar v_m\,g+\theta(x)\,\big(e^{-ik_mx}-e^{ik_mx}\big)\chi_m , \tag{4}
\]

where \(\theta(x)\) is one for \(x>0\) in the lead of \(m\) and zero elsewhere. The added term equals \(-2i\sin(k_mx)\,\chi_m\). It solves the Schrödinger equation for \(x>0\), vanishes at \(x=0\), and has slope jump \(-2ik_m\chi_m\). The slope jump of the first term is

\[
i\hbar v_m\,\frac{2M}{\hbar^2}\chi_m=\frac{2iMv_m}{\hbar}\chi_m=2ik_m\chi_m .
\]

The jumps cancel, so \(\psi\) solves \(H\psi=E\psi\) everywhere. Its only incoming wave is \(e^{-ik_mx}\chi_m\), because \(g\) is outgoing. By uniqueness \(\psi=\psi^{(m)}\).

Project (4) on open mode \(n\) at its cross-section. The added term is zero there, and orthogonality removes the decaying modes from the left side:

\[
\delta_{nm}+A_{nm}=i\hbar v_mG_{nm}. \tag{5}
\]

Multiply by \(\sqrt{v_n/v_m}\). The factor does nothing to \(\delta_{nm}\), and \(v_m\sqrt{v_n/v_m}=\sqrt{v_nv_m}\). This is the stated relation.

For unitarity insert \(\phi=\psi^{(l)}\) and \(\psi=\psi^{(m)}\) in (1). The incoming amplitudes are \(\delta_{nl}\) and \(\delta_{nm}\), so

\[
\sum_nv_nA_{nl}^*A_{nm}=v_l\delta_{lm}. \tag{6}
\]

Division by \(\sqrt{v_lv_m}\) gives \(\sum_nS_{nl}^*S_{nm}=\delta_{lm}\). Since \(S\) is a finite square matrix, \(S^\dagger S=1\) implies \(SS^\dagger=1\). ∎

## Corollary: the identity for the Green function

Let \(\hbar v\) be the diagonal matrix with entries \(\hbar v_n\) for open modes and zero for closed modes. Over all modes,

\[
G-G^\dagger=-i\,G^\dagger(\hbar v)\,G. \tag{7}
\]

**Proof.** Use (2) with \(\phi=g_l\) and \(\psi=g_m\), the fields of sources in modes \(l\) and \(m\), open or closed. With \(s_m\) the source of \(g_m\), \(Hg_m=Eg_m-s_m\). The left side becomes

\[
-\int g_l^*s_m+\int s_l^*g_m=-G_{ml}^*+G_{lm}=(G-G^\dagger)_{lm}.
\]

Beyond the cross-sections both fields are outgoing, with open amplitudes \(G_{nl}\) and \(G_{nm}\). Hence \(J=\sum_nv_nG_{nl}^*G_{nm}\), and \(-i\hbar J\) is the right side of (7). ∎

The diagonal part, \(-2\operatorname{Im}G_{mm}=\sum_n\hbar v_n|G_{nm}|^2\), balances the emission of the source against the current leaving through all leads.

## Two cases by hand

**Clean wire.** Let the two cross-sections of a uniform wire be a distance \(L\) apart. Equation (3) gives the transmission amplitude \(i\hbar v(-i/\hbar v)e^{ikL}=e^{ikL}\). The reflection amplitude is \(-1+i\hbar v(-i/\hbar v)=0\). The term \(-\delta_{nm}\) removes the direct wave of the source, which is not a reflection.

**Abrupt potential step.** Let one mode have velocities \(v_1\) and \(v_2\) on the two sides, with both cross-sections at the step. A source there produces \(c\,e^{ik_1x}\) and \(c\,e^{ik_2x}\) in the two outward coordinates. The slope condition is \(i(k_1+k_2)c=2M/\hbar^2\), so \(c=-2i/[\hbar(v_1+v_2)]\) and

\[
S_{11}=\frac{v_1-v_2}{v_1+v_2},\qquad S_{21}=\frac{2\sqrt{v_1v_2}}{v_1+v_2}.
\]

The squares add to one. The bare amplitude \(A_{21}=2v_1/(v_1+v_2)\) exceeds one when \(v_1>v_2\): the transmitted wave is larger but moves more slowly.

A smooth step shows the same. Take \(V=V_0/(1+e^{-x/d})\), with \(x\) along the wire, \(V_0=50\) meV, \(d=0.5\) nm, \(M=0.19\,m_e\) and \(E=80\) meV. The known closed form for this profile, quoted here for comparison only, is \(T=1-[\sinh\pi d(k_1-k_2)/\sinh\pi d(k_1+k_2)]^2=0.972456\). The Fisher–Lee relation, evaluated on grids and extrapolated to zero spacing, gives \(0.972456\). The bare \(|A_{21}|^2\) is \(1.588\). Multiplication by \(v_2/v_1=\sqrt{30/80}=0.612\) restores \(0.972\).

## Remarks on the conditions

**Position of the cross-sections.** Move each cross-section outwards by \(d\), so that \(x=x'+d\). Incoming waves acquire \(e^{-ik_md}\) and outgoing ones \(e^{ik_nd}\). Restoring unit incoming amplitude gives \(S'_{nm}=e^{ik_nd}S_{nm}e^{ik_md}\), which leaves all probabilities unchanged. Closed modes need not have died out, since the projection removes them.

**Magnetic field.** Reversing the field replaces \(H\) by \(H^*\), which for a Hermitian operator is its transpose. The resolvent is then transposed too, so \(S(-B)=S(B)^T\). Without a field \(S\) is symmetric; with one, the order of the indices matters.

**Where the result fails.** At a threshold \(v_m=0\), and a unit-flux wave cannot be defined. An absorbing potential leaves construction (4) intact, but Lemma 1 fails because current is lost inside, and \(S\) is no longer unitary. Inelastic scattering likewise takes electrons out of the channels at energy \(E\), so a one-energy \(S\) is not the whole scattering process.

## Lattice form

Replace \(x\) by sites \(j\) of spacing \(a\), with hopping element \(-t\) and \(t=\hbar^2/2Ma^2\). In a lead

\[
E=\epsilon_n+2t(1-\cos k_na),\qquad \hbar v_n=\frac{dE}{dk_n}=2ta\sin k_na .
\]

Let \(\mathcal G\) be the matrix resolvent and \(\gamma_n=\hbar v_n/a=2t\sin k_na\). Form \(\psi=i\gamma_m\mathcal G_{\cdot m}+w\), with \(w_j=-2i\sin(k_maj)\chi_m\) for \(j\ge0\) in the source lead and zero elsewhere. Since \(w_0=0\), the sole residual of \((E-H)w\) is at \(j=0\), where it equals \(tw_1=-2it\sin(k_ma)\chi_m=-i\gamma_m\chi_m\). This cancels the source term \(i\gamma_m\chi_m\). Projection gives \(\delta_{nm}+A_{nm}=i\gamma_m\mathcal G_{nm}\), and therefore

\[
S_{nm}=-\delta_{nm}+i\sqrt{\gamma_n\gamma_m}\,\mathcal G_{nm},\qquad \mathcal G=aG .
\]

The current through a bond, \((t/i\hbar)(\phi_j^*\psi_{j+1}-\phi_{j+1}^*\psi_j)\), reduces for an open mode to \((\gamma/\hbar)(b^*b'-a^*a')\). Unitarity thus holds at finite spacing with the lattice velocity. Summing \(|S_{nm}|^2\) from left to right gives

\[
T=\sum_{n\in R,\,m\in L}\gamma_n|\mathcal G_{nm}|^2\gamma_m=\operatorname{Tr}\big[\Gamma_R\mathcal G\,\Gamma_L\mathcal G^\dagger\big],
\]

where \(\Gamma_{L,R}\) are diagonal in the lead modes with entries \(\gamma_n\), zero for closed modes.

## Worked example: a narrow silicon channel

A strip 12 nm wide has \(M=0.19\,m_e\), hence \(\hbar^2/2M=0.20053\) eV nm². With \(x\) now measured from the middle of the channel and \(y\) from one wall, both in nm, the potential for \(|x|<12\) is

\[
V=\cos^2\!\Big(\frac{\pi x}{24}\Big)\Big[40-100\,e^{-[(x-4)^2+(y-4)^2]/8}\Big]\ \text{meV},
\]

and zero outside. It represents a gate barrier with an attractive dip, such as a donor might cause. The cross-sections are at \(x=\pm15\) nm and \(E=80\) meV. The first three thresholds are 13.74, 54.98 and 123.69 meV, so two modes are open. On a grid with \(a=0.1\) nm, \(\hbar v_1=0.23044\) and \(\hbar v_2=0.14166\) eV nm.

From left mode 1 to right mode 2, \(G=2.7820+1.4634i\) (eV nm)\(^{-1}\), and

\[
S_{R2,L1}=i\sqrt{0.23044\times0.14166}\;(2.7820+1.4634i)=-0.264+0.503i .
\]

Its square is 0.3225. For reflection of mode 1, \(G=-0.0289-4.4231i\) (eV nm)\(^{-1}\), so

\[
S_{L1,L1}=-1+0.23044\,i\,(-0.0289-4.4231i)=0.019-0.007i .
\]

The large Green function is nearly all direct wave. The probabilities are:

| Incoming | to L1 | to L2 | to R1 | to R2 |
|---|---|---|---|---|
| L1 | 0.0004 | 0.0009 | 0.6761 | 0.3225 |
| L2 | 0.0009 | 0.8718 | 0.0331 | 0.0942 |

Each row adds to one within rounding. Without velocity factors the sums would be 1.203 and 0.987. The dip causes the mode mixing: without it \(V\) depends on \(x\) alone and has no matrix element between different transverse modes. Mode 2 has 25 meV of longitudinal energy against a 40 meV barrier, and the barrier alone reflects 0.984 of it; the dip lowers this to 0.872.

The total transmission is \(T=1.126\). Halving \(a\) leaves \(T\) unchanged to these digits and alters no element of \(S\) by more than 0.0013. The two values of \(G\) above belong to this grid: at zero spacing they become \(2.7828+1.4593i\) and \(-0.0286-4.4213i\) (eV nm)\(^{-1}\), while the probabilities move by at most 0.0001. In a small bias window \(eU\), a channel carries the current \(e\,v\,(eU)/(2\pi\hbar v)=e^2U/h\) times its transmission, because the density of right-moving states per unit length and unit energy is \(1/(2\pi\hbar v)\). With two spins and two valleys the zero-temperature conductance is \(4(e^2/h)T=174\) µS.

A magnetic field of 20 T confined to \(|x|<12\) nm gives a test without symmetry of \(S\), here with \(a=0.2\) nm. The Green function of a long strip with smoothly damped leads, put into the theorem, reproduces the \(S\) of directly matched waves within \(1.8\times10^{-6}\). With \(A_x=(20\ \text{T})\,(y-6\ \text{nm})\) in the field region, which vanishes on the midline, the largest element of \(|S-S^T|\) is 0.71. The number depends on this choice, since a constant added to \(A_x\) inside the field region changes the two directions of transmission by opposite phases. Per unit wave in left mode 1, closed mode 3 on the right has amplitude 0.072 with cross-sections at \(\pm12\) nm and 0.018 at \(\pm15\) nm, yet the two matrices \(S\) differ by the derived phases alone. For the case without a field, the numerical output lists \(G_{nm}\) and \(S_{nm}\) for both waves incoming from the left.

**Beside a real device.** The thickness (4 nm), mass and barrier length are roughly those of a silicon nanosheet transistor; the width is at the narrow end. With the Fermi level held at 80 meV, thermal averaging at 300 K changes the conductance only to 177 µS, which includes the third and higher transverse modes that open above 80 meV. The change is small because losses below the Fermi level and gains above it nearly cancel: \(T\) rises from 0.7 at 60 meV to 1.7 at 100 meV. But at that temperature other valleys and thickness subbands, weighted by their occupation at threshold, supply 1.65 modes beside the 1.81 kept if all walls are hard and the channel runs along [100] (1.37 along [110]), each mode being counted once for its pair of equivalent valleys. Nonparabolic bands, with a rough coefficient of 0.5 eV\(^{-1}\), lower the total speed at 80 meV by about 6% (nearer 7% when the confinement energy across the thickness is counted); the velocities \(v_n\) along the channel fall by less, because the width fixes the transverse wavenumber of each mode. Penetration into a rough 3 eV wall, with a mass of \(0.5\,m_e\) inside it, lowers the first threshold from 13.7 to about 12.0 meV. Across the 4 nm thickness the same wall matters more: it lowers the splitting to the other valleys from 98 to about 61 meV, and the neglected modes rise to about 3.6 beside 2.0 kept (about 3.0 along [110]), so that they outnumber the modes of the model. Scattering, which the model omits, also matters: a rough mobility of 200 cm²/Vs gives a scattering time of 22 fs and, at the speed of mode 1 at 80 meV, a path \(\ell\) of about 8 nm, short against the 24 nm channel. If half of all scattering events reverse the motion along the channel, the backscattering length is \(2\ell\approx15\) nm. Relative to a channel without barrier or scattering, the resistance of the model at 300 K is \(1.81/1.142\approx1.6\), and incoherent scattering adds about \(24/15=1.6\) if every mode is given this same path. This crude estimate halves the conductance, to roughly 90 µS. Mode 2 is slower and has a shorter path, which lowers the figure further. The ratio \(\ell/(\ell+24\ \text{nm})\approx0.24\) in the numerical output only compares the two lengths and should not be multiplied into the 177 µS. The potential is also prescribed rather than computed with the electron charge, an error not sized here. The 174 µS is thus the coherent result of this model, not a forecast for a room-temperature transistor.

## Table of computed values

```
Free G, integral (E=66+10i meV, 3 nm): 3.78261+0.30338j /(eV nm)
Free G, outgoing-wave formula: 3.78261+0.30338j /(eV nm)
Step 50 meV, softness 0.5 nm: closed-form T = 0.972456
Step: Fisher-Lee T, a->0 limit = 0.972456; error ratio 4.002
Step: bare |amplitude|^2 without velocity factor = 1.5879
Field test 20 T: max |S(absorber G) - S(waves)| = 1.8e-06
Field test: max error of G - G^+ = -i G^+ hv G: 2.7e-05 /(eV nm)
Field test: unitarity defect of S 8.3e-15, of bare amplitudes 0.399
Field test: max |S - S^T| = 0.7077
Closed mode 3 on right, per unit wave in left mode 1: 0.0716 at 12 nm, 0.0177 at 15 nm
Strip: width 12 nm, thickness 4 nm, mass 0.19 m_e, energy 80 meV
Barrier 40 meV, full width at half height 12 nm; planes at +-15 nm
Dip 100 meV at x=4, y=4 nm, Gaussian width 2 nm; a=0.1 nm, 8 modes
hbar^2/2m = 0.20053 eV nm^2
Thresholds of modes 1-3: 13.74, 54.98, 123.69 meV
Mode 1: k = 0.5748 /nm, hbar v = 0.23044 eV nm, v = 3.501e+05 m/s
Mode 2: k = 0.3533 /nm, hbar v = 0.14166 eV nm, v = 2.152e+05 m/s
L1<-L1: G=-0.0289-4.4231j /(eV nm), S=0.0192-0.0067j, |S|^2=0.0004
L2<-L1: G=0.1014+0.1356j /(eV nm), S=-0.0245+0.0183j, |S|^2=0.0009
R1<-L1: G=-0.3764+3.5484j /(eV nm), S=-0.8177-0.0867j, |S|^2=0.6761
R2<-L1: G=2.7820+1.4634j /(eV nm), S=-0.2644+0.5026j, |S|^2=0.3225
Incoming L1: sum |S|^2 = 1.000000, sum |bare|^2 = 1.2027
L1<-L2: G=0.1014+0.1356j /(eV nm), S=-0.0245+0.0183j, |S|^2=0.0009
L2<-L2: G=-6.2751-5.0427j /(eV nm), S=-0.2857-0.8889j, |S|^2=0.8718
R1<-L2: G=-0.5032-0.8721j /(eV nm), S=0.1576-0.0909j, |S|^2=0.0331
R2<-L2: G=2.1059-0.5102j /(eV nm), S=0.0723+0.2983j, |S|^2=0.0942
Incoming L2: sum |S|^2 = 1.000000, sum |bare|^2 = 0.9869
Unitarity defect of bare amplitudes = 0.2027
Total transmission = 1.1260; with a/2: 1.1260; with 12 modes: 1.1260
Largest change of S: grid 1.2e-03, modes 1.2e-06
Conductance, 2 spins x 2 valleys, zero temperature: 174.48 microsiemens
300 K: kT = 25.85 meV, thermal transmission = 1.142 (half the energies: 1.142)
Conductance of the same modes at 300 K: 176.9 microsiemens
Lowest neglected thresholds: thickness subband 90.4 meV, other valleys 101.0 meV
Thermal mode count per valley pair: kept 1.81, upper subbands 0.54, other valleys 1.11
Nonparabolicity (rough 0.5/eV): velocity change -5.6 %
Wall penetration (rough 3 eV, 0.5 m_e): 0.42 nm per side, threshold 1 falls to 12.01 meV
Scattering (rough mobility 200 cm2/Vs): time 21.6 fs, path in mode 1 7.6 nm
Rough ballistic factor path/(path + 24 nm) = 0.24
```
